# Elastic Acoustic-Phonon Scattering and Momentum Relaxation in a Single-Subband Wire

## Result and assumptions

An electron in one parabolic subband has energy $E=\hbar^2k^2/2m$ above the subband edge and speed $v=\sqrt{2E/m}$. For quasi-elastic acoustic scattering with an isotropic deformation potential and classically occupied bulk phonon modes,

$$
\frac1{\tau_m}=\Gamma_{\rm tot}=2\Gamma_b
=\frac{2D^2k_BT F}{\hbar^2Cv}
=\frac{D^2k_BTF\sqrt{2m}}{\hbar^2C\sqrt E}. \tag{1}
$$

Here $\tau_m$ is the momentum-relaxation time, $\Gamma_{\rm tot}$ the total scattering rate out of state $k$, and $\Gamma_b$ the part of it that reverses $k$. $D$ is the deformation potential, and $C=\rho v_s^2$ is the longitudinal elastic constant, with mass density $\rho$ and sound speed $v_s$. The transverse wavefunction $\phi(y,z)$ enters through

$$
F=\int|\phi(y,z)|^4\,dy\,dz, \tag{2}
$$

an inverse area. In this model the rate diverges as $E^{-1/2}$ at the subband edge.

The electron wavefunction is $\phi(y,z)e^{ikx}/\sqrt L$, with $L$ the wire length. The phonons are those of a surrounding medium of volume $\Omega$ with the same elastic properties as the wire. Scattering preserves spin and valley, so neither multiplies the number of final states.

## From the phonon coupling to a transition rate

The deformation energy is $D\nabla\cdot\mathbf u$, where the lattice displacement is

$$
\mathbf u=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho\Omega\omega_q}}\;
\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),
\qquad \omega_q=v_sq. \tag{3}
$$

The divergence brings down a factor of magnitude $q$. The squared matrix elements for absorption (upper entry) and emission (lower entry) are therefore

$$
|M_{\mathbf q}|^2=\frac{D^2\hbar q^2}{2\rho\Omega\omega_q}
|I(\mathbf q_\perp)|^2
\begin{Bmatrix}N_q\\N_q+1\end{Bmatrix},
\quad
I(\mathbf q_\perp)=\int|\phi|^2e^{i\mathbf q_\perp\cdot\mathbf r_\perp}d^2r_\perp. \tag{4}
$$

The plane waves along the wire fix $q_x=k'-k$ for absorption and $q_x=k-k'$ for emission. The transverse component $\mathbf q_\perp$ remains free, because confinement removes momentum conservation across the wire.

Equipartition means $\hbar\omega_q\ll k_BT$, so that $N_q\simeq N_q+1\simeq k_BT/(\hbar v_sq)$. Each process then has the prefactor

$$
\frac{D^2\hbar q^2}{2\rho\Omega v_sq}\,\frac{k_BT}{\hbar v_sq}
=\frac{D^2k_BT}{2\rho v_s^2\Omega}
=\frac{D^2k_BT}{2C\Omega}. \tag{5}
$$

All powers of $q$ have cancelled. If the phonon energy is also neglected in energy conservation, absorption and emission lead to the same final energy and their prefactors add to $D^2k_BT/(C\Omega)$.

Let $A=\Omega/L$ be the cross-section of the phonon medium. The sum over transverse wavevectors follows from Parseval's theorem, since $I$ is the Fourier transform of $|\phi|^2$:

$$
\sum_{\mathbf q_\perp}|I|^2
=\frac{A}{4\pi^2}\int|I|^2d^2q_\perp
=A\int|\phi|^4d^2r_\perp=AF. \tag{6}
$$

Since $A/\Omega=1/L$, Fermi's golden rule gives

$$
S(k,k')=\frac{2\pi}{\hbar}\frac{D^2k_BTF}{CL}\,\delta(E'-E). \tag{7}
$$

The coefficient does not depend on $q_x$, so reversing the electron costs nothing in coupling strength.

For a square wire of width $W$ with hard walls, $|\phi|^2=(4/W^2)\cos^2(\pi y/W)\cos^2(\pi z/W)$, with both coordinates running from $-W/2$ to $W/2$. The integral of $\cos^4(\pi y/W)$ over the width is $3W/8$, so

$$
F=\left(\frac4{W^2}\right)^2\left(\frac{3W}{8}\right)^2=\frac{9}{4W^2}. \tag{8}
$$

## Forward, backward and momentum-relaxation rates

The sum over final states is $\sum_{k'}\to(L/2\pi)\int dk'$. The energy delta function has two roots, $k'=k$ and $k'=-k$. At both, $|dE'/dk'|=\hbar^2|k|/m=\hbar v$, so each root has weight $1/(\hbar v)$:

$$
\Gamma_f=\Gamma_b=\frac{L}{2\pi}\,\frac{2\pi}{\hbar}\,
\frac{D^2k_BTF}{CL}\,\frac1{\hbar v}
=\frac{D^2k_BTF}{\hbar^2Cv}. \tag{9}
$$

Their sum is $\Gamma_{\rm tot}=2\Gamma_b$. The momentum-relaxation rate weights each transition by the fraction of the initial momentum that is lost:

$$
\frac1{\tau_m}=\sum_{k'}S(k,k')\left(1-\frac{k'}k\right)
=0\cdot\Gamma_f+2\Gamma_b=2\Gamma_b. \tag{10}
$$

Equations (9) and (10) give (1); its last form follows from $2/v=\sqrt{2m/E}$. The agreement of $1/\tau_m$ with $\Gamma_{\rm tot}$ does not mean that every event relaxes momentum. Half of the events relax none, and the other half remove twice the initial momentum.

The forward events need a word, because their final state appears to equal the initial one. A real phonon has a small energy $\hbar\omega$, which changes $k$ by about $\pm\omega/v$. The final state is thus distinct, and the wavevector of the phonon is almost wholly transverse. The elastic limit sends the change of $k$ to zero while the rate of such events stays finite.

The same weighting emerges from the Boltzmann equation. Let $f(k)$ be the occupation. Because $S(k,k')=S(k',k)$ in (7), the collision term is

$$
\begin{aligned}
\left.\frac{\partial f}{\partial t}\right|_c
&=\sum_{k'}S(k,k')\{f(k')[1-f(k)]-f(k)[1-f(k')]\}\\
&=\sum_{k'}S(k,k')[f(k')-f(k)]
=\Gamma_b[f(-k)-f(k)]. 
\end{aligned}\tag{11}
$$

The products $f(k)f(k')$ cancel, so Pauli blocking does not alter the net collision term. The forward root drops out because there $f(k')=f(k)$. For the current-carrying odd part, $f_1(-k)=-f_1(k)$, equation (11) gives $\partial f_1/\partial t=-2\Gamma_bf_1$. The even part does not decay, since elastic collisions cannot relax energy.

## Two cases in which the equality fails

The relation $1/\tau_m=2\Gamma_b$ uses only elastic kinematics in one subband. The further equality with $\Gamma_{\rm tot}$ requires $\Gamma_f=\Gamma_b$.

**Strictly one-dimensional phonons.** Suppose that the phonons also have no transverse wavevector. With $p=k'-k\neq0$, energy conservation reads

$$
\frac{\hbar^2}{2m}(2kp+p^2)=\pm\hbar v_s|p|. \tag{12}
$$

For $k>2mv_s/\hbar$, a positive $p$ would require $p=-2k\pm2mv_s/\hbar<0$, a contradiction. For negative $p$ the solutions are $p=-2k\mp2mv_s/\hbar$, which both reverse the electron. There are no forward events, so $\Gamma_{\rm tot}=\Gamma_b$ and, for small $v_s$, $1/\tau_m=2\Gamma_{\rm tot}$. The equality in (1) therefore relies on phonons with transverse momentum.

**Direction-dependent coupling.** In a silicon valley whose axis is $y$, strain shifts the band edge by $\Xi_d\nabla\cdot\mathbf u+\Xi_u\,\partial_yu_y$. With $c=q_y/q$ and transverse sound speed $v_t$, the factor $D^2/C$ is replaced by

$$
B(c^2)=\frac{(\Xi_d+\Xi_uc^2)^2}{\rho v_s^2}
+\frac{\Xi_u^2c^2(1-c^2)}{\rho v_t^2}. \tag{13}
$$

The second term comes from transverse phonons. Forward events have $q_x=0$ and backward events have $|q_x|=2k$. For a given $\mathbf q_\perp$, the larger $|q_x|$ lowers $c^2$ and changes $B$, so $\Gamma_f$ and $\Gamma_b$ generally differ.

## The subband edge and the mobility

The divergence in (1) is that of the one-dimensional density of states, $1/(\pi\hbar v)$ per unit length and spin. It does not make the mobility vanish. In a field $\mathcal E$ along $x$, the force on an electron is $-e\mathcal E$, and the steady linearized Boltzmann equation is

$$
-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k}=-\frac{f_1}{\tau_m}
\quad\Rightarrow\quad
f_1=e\mathcal E\tau_mv_x\frac{\partial f_0}{\partial E}
=-\frac{e\mathcal E\tau_mv_x}{k_BT}f_0, \tag{14}
$$

where $v_x=\hbar k/m$ and the last form assumes a nondegenerate gas, $f_0\propto e^{-E/k_BT}$. The drift velocity is the average of $v_x$ over $f_1$, so $\mu=e\langle v^2\tau_m\rangle/k_BT$.

Write $\tau_T=\tau_m(k_BT)$ and $s=E/k_BT$. Then $\tau_m=\tau_T\sqrt s$, $v^2=2k_BTs/m$ and $dk\propto s^{-1/2}ds$. Hence

$$
\mu=\frac{2e\tau_T}{m}\,
\frac{\int_0^\infty s\,e^{-s}ds}{\int_0^\infty s^{-1/2}e^{-s}ds}
=\frac{2}{\sqrt\pi}\frac{e\tau_T}{m}. \tag{15}
$$

Slow electrons scatter rapidly but carry little current, and the integral converges. By contrast, the thermal average of the rate itself contains $\int_0 s^{-1}e^{-s}ds$, which diverges logarithmically. An averaged rate therefore cannot be used to obtain this mobility. Since $\Gamma_{\rm tot}(k_BT)\propto\sqrt T\,F$, equation (15) gives $\mu\propto W^2T^{-1/2}$ for the hard-wall wire with other parameters fixed.

## Example: a silicon wire at 77 K

Consider a square silicon channel along [100] with $W=8.0$ nm. The lowest subbands belong to the four valleys with transport mass $m=0.19m_0$, where $m_0$ is the free-electron mass. Rough typical material parameters are $D=9.0$ eV, $\rho=2330$ kg/m³ and $v_s=9000$ m/s, which give $C=188.7$ GPa. Equation (8) gives $F=0.03516$ nm$^{-2}$.

At $E=k_BT=6.635$ meV the speed is $1.108\times10^5$ m/s. In SI units, equation (1) becomes

$$
\Gamma_{\rm tot}=
\frac{2(1.442\times10^{-18})^2(1.063\times10^{-21})(3.516\times10^{16})}
{(1.055\times10^{-34})^2(1.887\times10^{11})(1.108\times10^5)}
\simeq6.68\times10^{11}\ {\rm s}^{-1}. \tag{16}
$$

Thus $\Gamma_{\rm tot}=0.668$ ps$^{-1}$, $\Gamma_b=0.334$ ps$^{-1}$ and $\tau_m=1.50$ ps. The mean free path $v\tau_m$ is 166 nm. Equation (15) gives an elastic acoustic-phonon mobility of 1.56 m²/Vs, or about 15,600 cm²/Vs.

The elastic limit was tested by integrating the golden rule over bulk phonons, with their energies and Bose factors retained. The sound speed was reduced by a factor of 200 while $C$ was held fixed. At $E/k_BT=0.1$, $1$ and $4$ the total rates were 2.1134, 0.6681 and 0.3341 ps$^{-1}$; formula (1) gives 2.1127, 0.6681 and 0.3340 ps$^{-1}$. Twice the backward rate and the momentum-weighted rate agree equally well, as the numerical output shows.

## How far phonon energy changes the picture

At the actual sound speed the elastic approximation is much less accurate at a single energy. For $E=k_BT$, the forward and backward rates are 0.467 and 0.466 ps$^{-1}$. They remain nearly equal, but their sum, 0.933 ps$^{-1}$, exceeds the elastic value by 40%.

The sign of this change follows from an expansion for forward events. Let $x=\hbar\omega/k_BT$ and $g(E)\propto E^{-1/2}$. Emission and absorption contribute

$$
R=(N+1)g(E-\hbar\omega)+Ng(E+\hbar\omega). \tag{17}
$$

Use $N+\tfrac12\simeq1/x+x/12$, and expand $g$ to second order in $\hbar\omega$. The sum of the two densities is $2g+(\hbar\omega)^2g''$, and half their difference, emission minus absorption, is $-\hbar\omega g'$. With $g'/g=-1/(2E)$ and $g''/g=3/(4E^2)$, division by the elastic value $2g/x$ gives

$$
\frac{R}{2g/x}\simeq1+\frac{x^2}{12}
+\frac{3(\hbar\omega)^2}{8E^2}+\frac{(\hbar\omega)^2}{4Ek_BT}. \tag{18}
$$

Equation (17) neglects corrections of nominal order $(v_s/v)^2$, which is 0.7% at the initial speed and larger for emission into slow final states. Averaged over the coupled phonons without expansion, (17) gives a 38% increase at $E=k_BT$, against 40% for the full forward rate. Every correction shown is positive; at $E=k_BT$ they sum to $17x^2/24$.

The relevant phonon energy follows from the mean square transverse wavevector, weighted by $|I|^2$:

$$
\langle q_\perp^2\rangle
=\frac{\int|\nabla|\phi|^2|^2d^2r_\perp}{\int|\phi|^4d^2r_\perp}
=2\,\frac{2\pi^2/W^3}{3/(2W)}
=\frac{8\pi^2}{3W^2}. \tag{19}
$$

The factor 2 counts the two transverse directions. A phonon with $q=\pi/W$ has energy 2.326 meV, so $\langle x^2\rangle=(8/3)(2.326/6.635)^2=0.33$ and the predicted increase is 23%. The expansion explains the sign and a good part of the 40%. It is not quantitative, because some of the phonons that couple have energies comparable with $E$.

At the edge itself, emission is forbidden for lack of energy, while absorption carries the electron to a finite energy where the density of states is finite. The computed rate levels off at 0.439 ps$^{-1}$: it has this value at both $10^{-4}k_BT$ and $10^{-6}k_BT$. The elastic formula gives 66.8 and 668 ps$^{-1}$ there. Collision broadening is another limit of (1): the elastic rate satisfies $\hbar\Gamma_{\rm tot}=E$ at 1.09 meV. This lies below the typical phonon energies, so the elastic approximation fails first as $E$ decreases.

The mobility is less sensitive. A matrix solution of the linearized Boltzmann equation with inelastic collisions gives between about 15,200 and 15,500 cm²/Vs, depending on how the equation is discretized, or 1 to 3% below the elastic result. This difference is comparable with the grid error, since halving the number of momentum points can change the value by 1 to 2%. With the sound speed reduced fourfold at fixed $C$, the result ranges from about 3% below to 1% above the elastic value, depending on the momentum grid. The calculations therefore show agreement at the level of a few percent, not a resolved approach to the elastic limit.

## What a real channel changes

Silicon nanowire channels with widths of several nanometres are real device structures, and 77 K is a cryogenic operating temperature. Mobilities in oxide-clad silicon channels are roughly hundreds of cm²/Vs at room temperature; the value found here is far above that range and describes a cold wire limited by one mechanism. For rough walls with an rms displacement of 0.2 nm and a Gaussian correlation $e^{-r^2/\lambda^2}$ of length $\lambda=1.5$ nm, the estimated additional momentum-relaxation rate at $E=k_BT$ is 0.230 ps$^{-1}$. Added to the acoustic rate, it shortens $\tau_m$ at that energy by 26%. The shape of the correlation matters: exponential forms give 0.18 ps$^{-1}$ for $e^{-\sqrt2\,r/\lambda}$ and 0.27 ps$^{-1}$ for $e^{-r/\lambda}$. Charged impurities, screening and the altered phonons at an oxide boundary are not included. Nor is a channel much shorter than 166 nm described by mobility alone, since many electrons cross it without being scattered backward.

The isotropic coupling is an equally important simplification. With rough values $\Xi_d=1.0$ eV, $\Xi_u=9.0$ eV and $v_t=5400$ m/s in (13), the forward and backward rates at $k_BT$ are 0.284 and 0.220 ps$^{-1}$. Then $1/\tau_m=2\Gamma_b=0.439$ ps$^{-1}$, which is 13% below the total rate. It is also 34% below the isotropic result. That second difference depends strongly on the deformation potentials: with $\Xi_d=1.1$ eV and $\Xi_u=10.5$ eV it shrinks to 11%, while $1/\tau_m$ stays about 13% below the total rate. The sign of that 13% is not general either. Negative values of $\Xi_d$ are also in use for silicon, and with $\Xi_u=9.0$ eV and $\Xi_d=-6$ or $-11.7$ eV the backward rate is the larger one, so that $1/\tau_m$ exceeds the total rate by 9% or 13%.

With a longitudinal mass of $0.92m_0$ for confinement along the valley axis, the next subband lies 19.2 meV higher and holds only 5.6% of the population of the lowest one, but it affects the mobility more than this suggests. About 22% of the numerator in (15) comes from electrons above that energy, which can scatter into the next subband. An elastic estimate that includes both subbands and the scattering between them lowers the mobility by about 14%.

Intervalley phonons within the lowest set of valleys matter for a similar reason. With typical bulk-silicon $g$ and $f$ phonon couplings, they add only an estimated 1.3% to the total rate at $k_BT$, but faster electrons can emit them. With the same coupling constants, they lower the single-subband mobility by about 13%. The other two valleys hold 2.7% of the population of the lowest subband; scattering into them is not included in these estimates. A nonparabolicity of 0.5 eV$^{-1}$ would raise the transport mass by about 3.7%. At a line density of $5\times10^5$ cm$^{-1}$, the ratio to the effective density of states is 0.12, so the nondegenerate average in (15) is reasonable. At 300 K, $k_BT$ is about 26 meV and exceeds the subband gap, so this wire would no longer be a single-subband conductor.

The linear mobility also requires a weak field. An electron gains $k_BT$ over one mean free path at $4.0\times10^{-4}$ MV/cm, or 0.40 kV/cm. This is a scale for strong departure from linear response, not a safe operating limit. Acoustic phonons need about 6 ps to remove excess energy, four times $\tau_m$ at $k_BT$, so heating begins at lower fields. An energy-balance estimate with acoustic phonons alone gives a 10% rise in electron temperature at about 0.06 kV/cm.

## Computed values

```
Temperature: 77 K; wire width: 8.0 nm
Transport mass: 0.19 m0; heavy mass: 0.92 m0
Deformation potential: 9.0 eV
Density: 2330 kg/m3; LA speed: 9000 m/s
Elastic constant C: 188.7 GPa
Overlap F: 0.03516 nm^-2; kT: 6.635 meV
At E=kT: k = 0.1819 nm^-1, v = 1.1084e+05 m/s
Elastic total rate at kT: 0.6681 ps^-1
Elastic backward rate at kT: 0.3340 ps^-1
Momentum relaxation time at kT: 1.4968 ps
Mean free path v*tau at kT: 165.9 nm
Slow-sound test: E/kT, total, 2*back, momentum, formula (ps^-1)
  0.1  2.1134  2.1134  2.1134  2.1127
  1.0  0.6681  0.6680  0.6680  0.6681
  4.0  0.3341  0.3342  0.3342  0.3340
Elastic mobility: 15635 cm2/Vs = 1.5635 m2/Vs
Inelastic Boltzmann mobility: 15196 cm2/Vs
Inelastic/elastic mobility: 0.9720
Slow-sound (1/4 speed)/elastic mobility: 0.9664
Inelastic forward rate at kT: 0.4672 ps^-1
Inelastic backward rate at kT: 0.4655 ps^-1
Inelastic momentum-weighted rate: 0.9193 ps^-1
Inelastic rate at 1e-4 kT: 0.4388 ps^-1
Inelastic rate at 1e-6 kT: 0.4389 ps^-1
Elastic formula at 1e-4 kT: 66.81 ps^-1
Elastic formula at 1e-6 kT: 668.10 ps^-1
LA energy at q=2k: 2.155 meV
LA energy at q=pi/W: 2.326 meV
Energy where hbar*Gamma=E: 1.087 meV
Anisotropic inputs Xi_d, Xi_u: 1.0, 9.0 eV
TA speed in anisotropic estimate: 5400 m/s
Anisotropic forward rate: 0.2835 ps^-1
Anisotropic backward rate: 0.2197 ps^-1
Anisotropic 2*back/total: 0.8732
Roughness rms, length: 0.2, 1.5 nm
Roughness momentum rate at kT: 0.2300 ps^-1
Roughness/acoustic momentum rate: 0.3443
Intervalley/acoustic total rate at kT: 0.0131
Next subband gap: 19.16 meV
Next subband/lowest population: 0.0557
Other-valley offset: 24.54 meV
Other-valley/lowest population: 0.0273
Line density: 5.0e+05 cm^-1
Line density/effective density: 0.1218
Confinement energy: 37.31 meV
Mass shift for alpha=0.5/eV: 3.73 percent
Field kT/(e*free path): 4.000e-04 MV/cm
```
